Singlet-triplet mixing of two phosphorus donors with opposite nuclear spins

**Question**

Two phosphorus donors in silicon each bind one electron. The electron spins S₁ and S₂ are coupled by exchange, and each is coupled by the contact hyperfine interaction to its own phosphorus nucleus, with spin I₁ or I₂. All four spins are 1/2, and spin operators are dimensionless. With energies divided by Planck's constant h, the Hamiltonian is

H = J S₁·S₂ + A₁ S₁·I₁ + A₂ S₂·I₂ + ν₁ S₁z + ν₂ S₂z − νₙ(I₁z + I₂z).

Here νₖ = gₖ μB B/h is the Zeeman frequency of electron k, and νₙ = γₙB is that of a nucleus. The sign convention for J makes the triplet lie above the singlet by J when the hyperfine coupling is absent.

The exchange is J = 117.5 MHz. This does not fix the mixing by itself, because the hyperfine coupling competes with it. Take A₁ = A₂ = A = 117.5 MHz, the value for phosphorus in bulk silicon, and g₁ = g₂ = 2. The field is 1.4 T along z, which gives an electron Zeeman frequency νₑ = 39189 MHz. Take γₙ = 17 MHz/T as a rough value. The nuclei are prepared in ⇑⇓: the first up, the second down.

Single arrows denote electron spins, with electron 1 written first. Define

|S⟩ = (|↑↓⟩ − |↓↑⟩)/√2,  |T₀⟩ = (|↑↓⟩ + |↓↑⟩)/√2.

**(a) Reduce H to a Hamiltonian for the electrons alone, and say what has been neglected.**

*Answer.* Write each hyperfine term with raising and lowering operators:

Aₖ Sₖ·Iₖ = Aₖ Sₖz Iₖz + (Aₖ/2)(Sₖ⁺Iₖ⁻ + Sₖ⁻Iₖ⁺).

The last two terms flip a nucleus, so their expectation value in the nuclear state ⇑⇓ is zero. In the first term, I₁z becomes +1/2 and I₂z becomes −1/2. The nuclear Zeeman energy is −νₙ(1/2 − 1/2) = 0. Hence

H⇑⇓ = J S₁·S₂ + (A₁S₁z − A₂S₂z)/2 + ν₁S₁z + ν₂S₂z.

The nuclei act as two fixed magnetic fields of opposite sign.

The neglected terms flip an electron and its nucleus together. Starting from a state with one electron up and one down, such a flip changes the electron Zeeman energy by about νₑ. Its amplitude is therefore of order (A/2)/νₑ = 58.75/39189 ≈ 0.0015, whose square is about 2 × 10⁻⁶. Both donors can flip, and a state prepared with fixed nuclei oscillates up to four times the stationary admixture, so the total probability of a flipped nucleus is of order 10⁻⁵ at most. There is one complication: ⇑⇓ and ⇓⇑ are degenerate for identical donors, so even a weak coupling between them can matter after a long time. Part (f) treats it.

**(b) Find the matrix of H⇑⇓ for the states with one electron up and one down, first in the product basis and then in the basis |S⟩, |T₀⟩.**

*Answer.* Every term of H⇑⇓ conserves S₁z + S₂z, so |↑↓⟩ and |↓↑⟩ form a closed block. The exchange operator is

S₁·S₂ = S₁zS₂z + (S₁⁺S₂⁻ + S₁⁻S₂⁺)/2.

Its first term gives −1/4 on both product states, and its second exchanges them with coefficient 1/2.

The remaining terms give |↑↓⟩ the energy (A₁ + A₂)/4 + (ν₁ − ν₂)/2. The minus sign before A₂ and the downward spin of electron 2 combine to a plus sign. For |↓↑⟩ the energy is the negative of this. Define the difference between the two energies as

δ = (A₁ + A₂)/2 + ν₁ − ν₂.

Then

H|↑↓⟩ = (−J/4 + δ/2)|↑↓⟩ + (J/2)|↓↑⟩,

H|↓↑⟩ = (J/2)|↑↓⟩ + (−J/4 − δ/2)|↓↑⟩.

Subtract the second line from the first and divide by √2:

H|S⟩ = [(−3J/4 + δ/2)|↑↓⟩ + (3J/4 + δ/2)|↓↑⟩]/√2
  = −(3J/4)|S⟩ + (δ/2)|T₀⟩.

Adding the lines instead gives

H|T₀⟩ = [(J/4 + δ/2)|↑↓⟩ + (J/4 − δ/2)|↓↑⟩]/√2
  = (J/4)|T₀⟩ + (δ/2)|S⟩.

In the order S, T₀ the matrix is therefore

[ −3J/4  δ/2 ]
[ δ/2   J/4 ].

For the given donors δ = A = 117.5 MHz. The diagonal elements are −88.125 and 29.375 MHz, and the coupling is 58.750 MHz. Exchange separates the singlet from the triplet; the opposite nuclear fields couple them, because they give the two electrons different precession frequencies.

**(c) Diagonalize the block. Find the two levels, the mixing angle and the triplet weight of the lower state.**

*Answer.* The mean of the diagonal elements is −J/4. Removing it leaves

[ −J/2  δ/2 ]
[ δ/2  J/2 ].

This matrix has zero trace and determinant −(J² + δ²)/4, so its eigenvalues are ±Ω/2, where

Ω = √(J² + δ²).

The levels are

E± = −J/4 ± Ω/2.

To find the states, set J = Ω cos 2θ and δ = Ω sin 2θ, so that tan 2θ = δ/J. Try

|L⟩ = cos θ |S⟩ − sin θ |T₀⟩.

The reduced matrix acting on this vector gives the singlet component

−(Ω/2)(cos 2θ cos θ + sin 2θ sin θ) = −(Ω/2) cos θ,

and the triplet component

(Ω/2)(sin 2θ cos θ − cos 2θ sin θ) = (Ω/2) sin θ.

Together they are −Ω/2 times the original vector, so |L⟩ is the lower state. The orthogonal upper state is

|U⟩ = sin θ |S⟩ + cos θ |T₀⟩.

The triplet weight of the lower state is

w = sin²θ = (1 − cos 2θ)/2 = (1 − J/Ω)/2.

For J = δ = 117.5 MHz,

Ω = √2 × 117.5 = 166.17 MHz,

E± = −29.375 ± 83.085 MHz,

which gives levels at −112.46 and 53.71 MHz. Their splitting is equivalent to 0.6872 μeV. Since tan 2θ = 1, the mixing angle is θ = 22.5°, and

w = (1 − 1/√2)/2 = 0.1464.

The lower state is thus 85.4% singlet and 14.6% triplet; the upper state has these weights reversed. Equality of exchange and hyperfine coupling does not produce an equal mixture. Two coupled states mix equally only when their diagonal energies are equal. Here those of S and T₀ differ by J, so an equal mixture requires J = 0 with δ nonzero.

The convention for J matters here. If 117.5 MHz were instead the coefficient of a product of Pauli matrices, σ₁·σ₂ = 4S₁·S₂, the exchange splitting would be four times larger and the mixing smaller.

**(d) Examine the limits of strong and weak exchange. What changes if the nuclei are parallel? Interpret the case J = δ in the product basis.**

*Answer.* For J ≫ δ, the expansion J/Ω = (1 + δ²/J²)^(−1/2) ≈ 1 − δ²/(2J²) gives

w ≈ δ²/(4J²).

The lower state approaches the singlet. For 0 < J ≪ δ, J/Ω ≈ J/δ, and

w ≈ 1/2 − J/(2δ).

The triplet weight approaches one half, but the state then becomes a simple product. To see this, expand the lower state:

|L⟩ = [(cos θ − sin θ)|↑↓⟩ − (cos θ + sin θ)|↓↑⟩]/√2.

The probability of |↓↑⟩ is

c² = (cos θ + sin θ)²/2 = (1 + sin 2θ)/2 = (1 + δ/Ω)/2.

As J tends to zero, c² tends to one. Each electron then points opposite to its own nucleus, as a positive hyperfine coupling favours. A triplet weight of one half in this limit expresses a product state in an unsuitable basis; it is not a sign of strong entanglement.

At J = δ, sin 2θ and cos 2θ are equal. Hence c² equals the singlet weight, 0.8536. The lower state is equally close, in probability, to the singlet preferred by exchange and to the product state preferred by the nuclei.

If both nuclei point up, the hyperfine term is (A₁S₁z + A₂S₂z)/2. The energy difference in the same block becomes

δ∥ = (A₁ − A₂)/2 + ν₁ − ν₂.

For equal donors this is zero. Within the projected model the singlet and triplet then remain unmixed, with splitting J = 117.5 MHz instead of 166.17 MHz. Opposite nuclei are needed for the mixing of two identical donors; unequal donors can also mix when their nuclei are parallel.

**(e) The electrons are prepared in |S⟩ at time zero, and J and δ are then constant. Find the probability of |T₀⟩ and compare its maximum with w.**

*Answer.* Inverting the rotation in part (c) gives

|S⟩ = cos θ |L⟩ + sin θ |U⟩.

Each eigenstate acquires a phase exp(−2πiEt), since E is a frequency. With ⟨T₀|L⟩ = −sin θ and ⟨T₀|U⟩ = cos θ, the triplet amplitude is

sin θ cos θ [exp(−2πiE₊t) − exp(−2πiE₋t)].

The squared modulus of the bracket is 4 sin²(πΩt), and sin θ cos θ = (sin 2θ)/2. Therefore

P(t) = sin²2θ sin²(πΩt) = (δ²/Ω²) sin²(πΩt).

At J = δ the maximum is 1/2. It is first reached after 1/(2Ω) = 3.009 ns, and the oscillation period is 1/Ω = 6.018 ns. The time average is 1/4, because the average of sin² is 1/2.

The numbers 0.1464 and 1/2 answer different questions. The first is the triplet content of a stationary state. The second is the largest triplet probability reached when the prepared singlet, which is a superposition of both stationary states, evolves.

The preparation decides which number is relevant. Suppose the pair starts as a singlet at J ≫ δ, and J is then lowered to 117.5 MHz. A change much faster than the spin oscillation, but slow enough not to excite the orbitals, leaves the pair in |S⟩ and starts the oscillation. A change slow enough that θ alters little in each interval 1/Ω lets the pair follow |L⟩ and finish with triplet weight close to 0.1464. A small oscillation remains, of amplitude about (δ/2J₀) sin 2θ for starting exchange J₀, because the initial singlet is not exactly |L⟩. The starting exchange must also lie well below νₑ: near J ≈ νₑ the singlet crosses ↓↓⇑⇑, to which the neglected flip-flop terms couple it, and a slow passage through that crossing flips a nucleus instead.

**(f) Identical donors also have the degenerate nuclear configuration ⇓⇑. Find the splitting caused by the neglected flip-flop terms, to second order, and decide whether it alters the answer to part (c).**

*Answer.* Let |L′⟩ be the lower electron state for ⇓⇑, obtained from |L⟩ by exchanging the donors. In |L⟩⇑⇓ the component |↑↓⟩ has each electron parallel to its nucleus, so no flip-flop is possible. The component |↓↑⟩, with amplitude −c, has two possible flip-flops:

↓↑⇑⇓ → ↑↑⇓⇓ on donor 1,

↓↑⇑⇓ → ↓↓⇑⇑ on donor 2.

Each matrix element is −cA/2. By symmetry, |L′⟩⇓⇑ connects to the same two intermediate states with the same matrix elements.

In both intermediate states exchange contributes J/4, and the hyperfine energy is −A/2, since each electron is opposite to its nucleus. Their energies are therefore

J/4 − A/2 ± ω, where ω = νₑ + νₙ.

Let x = E₋ − J/4 + A/2. Second-order perturbation theory gives the effective coupling

G = (cA/2)² [1/(x − ω) + 1/(x + ω)]
  = (cA/2)² · 2x/(x² − ω²).

The two paths have energy denominators of opposite sign and nearly cancel. Both states also receive the diagonal shift G, because returning to the starting state uses the same matrix elements. The effective matrix has E₋ + G on the diagonal and G off it. Its eigenvalues are E₋ and E₋ + 2G, so the splitting is

Δ = 2|G| = 4(cA/2)² |x|/(ω² − x²).

For the given numbers,

x = −112.46 − 29.375 + 58.75 ≈ −83.09 MHz,

ω = 39189 + 17 × 1.4 ≈ 39213 MHz,

Δ = 4 × 0.8536 × 58.75² × 83.09/(39213² − 83.09²) MHz
  ≈ 0.637 kHz.

Diagonalizing the full Hamiltonian in the six states of zero total spin projection, electrons and nuclei together, also gives 0.637 kHz. The triplet weight of the lower pair of states differs from the projected result by at most 5.4 × 10⁻⁶. The answer to part (c) therefore stands.

The nuclear configuration is more delicate. The true eigenstates for identical donors are equal superpositions of the two nuclear orders, apart from the small intermediate components. A pair prepared in |L⟩⇑⇓ moves to |L′⟩⇓⇑ after 1/(2Δ) = 0.785 ms. This is very long compared with the 6 ns electron oscillation.

A small difference in g suppresses the transfer. With b = ν₁ − ν₂, the values of δ² for the two nuclear orders are (A + b)² and (A − b)². To first order in b, their lower levels differ by Ab/Ω. For g₁ − g₂ = 10⁻⁵, b is 39189 × 10⁻⁵/2 ≈ 0.196 MHz, and the difference is about 139 kHz, far above Δ. The full diagonalization gives 138.6 kHz, and at most 9.1 × 10⁻⁶ of the probability in either lower eigenstate lies outside its main nuclear configuration. Under these conditions the assumption of fixed opposite nuclei is good.

**(g) Estimate how departures from the ideal parameters change w. Which of the following matters most: dipole coupling, a hyperfine shift, a g difference, silicon-29 nuclei or donor spacing?**

*Answer.* Differentiate w = (1 − J/Ω)/2. Since ∂(J/Ω)/∂J = δ²/Ω³ and ∂(J/Ω)/∂δ = −Jδ/Ω³,

dw = (Jδ dδ − δ² dJ)/(2Ω³).

At J = δ = A, Ω³ = 2√2 A³, so

dw = (dδ − dJ)/(4√2 A).

A larger precession difference increases the mixing, and a larger exchange reduces it. A common fractional change of both has no effect.

Consider first a donor spacing r = 15 nm along the field. This value is assumed only to estimate the dipole coupling; it is not derived from J. The magnetic dipole interaction contributes d(S₁·S₂ − 3S₁zS₂z) to the block, with

d = μ₀(gμB)²/(4πhr³) = 0.0154 MHz.

On T₀ the operator in brackets gives 1/4 + 3/4 = 1; on S it gives −3/4 + 3/4 = 0. Hence J becomes J + d, and w changes by −0.00002.

The other inputs are assumed sizes, not measurements of a particular device:

- Reducing both hyperfine couplings by 5 MHz, as an electric field or strain near an interface might do, changes w by −0.0076.
- A g difference of 10⁻⁵ changes it by +0.0003.
- A 7 MHz difference between the fields of the silicon-29 nuclei at the two donors, taken with the sign that increases δ, changes it by +0.0104. Differences of a few MHz can be expected in natural silicon, so this is a rather large value; isotopic purification reduces the effect.

The linear formula gives −0.0075 for the first item and +0.0105 for the last, close to these direct results.

Spacing has a stronger effect. Take exchange proportional to exp(−2r/a), which represents the square of an envelope overlap, with a = 2 nm. Power-law factors and interference between the silicon conduction-band valleys are omitted. An extra 0.54 nm, about one lattice constant, then gives

J = 117.5 × exp(−2 × 0.54/2) = 68.5 MHz.

With A held at 117.5 MHz, w rises to 0.248, a change of +0.102. This is the largest change in the set, and it is too large for the linear formula.

Among the changes compared here, the assumption that matters most is that a chosen spacing yields the stated J. Valley interference can change J further, so the exponential estimate is not a bound. If a gate restores J to 117.5 MHz at the new spacing, with δ unchanged, the mixing returns to 14.6%.

**(h) Would cooling the pair to 0.1 K prepare the lower mixed state?**

*Answer.* No. The lower mixed state is the lower of two levels in its block, but it is not the ground state of the pair. The state |T₋⟩ = |↓↓⟩ has energy J/4 − νₑ, since the opposite nuclear fields cancel for equal donors. It lies 39048 MHz below |L⟩.

At 0.1 K the thermal frequency kT/h is 2084 MHz. The equilibrium population of |L⟩ relative to |T₋⟩ is therefore

exp(−39048/2084) ≈ 7 × 10⁻⁹.

Within the mixed pair, the population of |U⟩ relative to |L⟩ is exp(−166.17/2084) = 0.923, so thermal equilibrium barely distinguishes them. The mixed state must be prepared by control of the spins or of J, and used before relaxation to |T₋⟩.

Temperature does not enter the Hamiltonian, so at fixed parameters it leaves θ unchanged. Thermal orbital excitation is also weak in this example: an assumed orbital gap of 10 meV is about 1160 times the thermal energy of 0.00862 meV. For the mixing in this example, uncertainty in J and in the local fields therefore matters far more than orbital heating.

The numerical output below lists the main values used in these answers.

Values computed for the example and the checks

```
exchange J = 117.5 MHz
hyperfine coupling A = 117.5 MHz
magnetic field = 1.4 T, g factor = 2.0
rough nuclear gyromagnetic ratio = 17.0 MHz/T
electron Zeeman frequency = 39189 MHz
singlet diagonal element = -88.125 MHz
T0 diagonal element = 29.375 MHz
singlet-T0 coupling = 58.750 MHz
lower mixed level = -112.46 MHz
upper mixed level = 53.71 MHz
splitting Omega = 166.17 MHz
splitting Omega = 0.6872 ueV
mixing angle theta = 22.50 degrees
lower state: singlet weight = 0.8536
lower state: triplet weight = 0.1464
upper state: triplet weight = 0.8536
parallel nuclei: lower triplet weight = 0.0000
prepared singlet: largest T0 probability = 0.5000
oscillation period = 6.018 ns
time to first maximum = 3.009 ns
full model: triplet weight change = 5.4e-06
full model: lower doublet splitting = 0.637 kHz
second-order doublet splitting = 0.637 kHz
nuclear label exchange time = 0.785 ms
assumed g difference = 1e-05
doublet splitting with g difference = 138.6 kHz
nuclear label impurity then = 9.1e-06
donor spacing = 15.0 nm
electron dipole coupling = 0.0154 MHz
assumed hyperfine reduction = 5.0 MHz
assumed silicon-29 field difference = 7.0 MHz
assumed extra spacing = 0.54 nm
assumed envelope decay length = 2.0 nm
exchange at larger spacing = 68.5 MHz
dipole coupling: triplet weight 0.14642, change -0.00002
hyperfine reduced: triplet weight 0.13885, change -0.00760
g difference: triplet weight 0.14674, change +0.00029
silicon-29 fields: triplet weight 0.15682, change +0.01037
larger spacing: triplet weight 0.24825, change +0.10181
temperature = 0.1 K
thermal frequency kT/h = 2084 MHz
T- to lower mixed state gap = 39048 MHz
Boltzmann factor for that gap = 7.3e-09
Boltzmann factor between mixed states = 0.923
assumed orbital gap = 10.0 meV
thermal energy = 0.00862 meV
orbital gap over thermal energy = 1160
```
